# Delay of a Line Whose Neighbours Switch With or Against It: a program that tests the result

```python
"""
Delay of a resistive line between two neighbours.
Result under test, for victim swing +1 and neighbour swing sigma:
  area delay = (Rd + R/2) C [1 + 2 k (1 - sigma)]
  v(t) = [(1+2 sigma) f(t) + 2 (1-sigma) f(t/(1+3k))] / 3
The second result holds for three identical lines.
R: line resistance, Rd: driver resistance, C: capacitance to ground,
k: coupling capacitance to each neighbour divided by C,
f: far-end step response of one isolated line.
The independent side is a discretized network with full matrices.
"""
import numpy as np
from scipy.integrate import trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

length = 100e-6              # m
resistance_per_m = 5e6       # ohm/m
ground_cap_per_m = 50e-12    # F/m
Rd = 750.0                   # ohm
R = resistance_per_m * length
C = ground_cap_per_m * length
ps = 1e-12
cases = {"with": 1, "quiet": 0, "opposite": -1}

# Separated solutions of one line with a resistive source and open end
ratio = Rd / R
roots = np.array([
    brentq(lambda z: np.cos(z) - ratio * z * np.sin(z),
           n * np.pi, n * np.pi + np.pi / 2 + 1e-9)
    for n in range(80)])
amplitudes = 4 * np.sin(roots) / (2 * roots + np.sin(2 * roots))


def single_line(t):
    return 1 - np.dot(amplitudes, np.exp(-roots**2 * t / (R * C)))


def victim_formula(t, sigma, k=1.0):
    return ((1 + 2 * sigma) * single_line(t)
            + 2 * (1 - sigma) * single_line(t / (1 + 3 * k))) / 3


def neighbour_formula(t, sigma, k=1.0):
    return ((1 + 2 * sigma) * single_line(t)
            - (1 - sigma) * single_line(t / (1 + 3 * k))) / 3


def area_formula(sigma, k=1.0):
    return (Rd + R / 2) * C * (1 + 2 * k * (1 - sigma))


def half_time(waveform):
    return brentq(lambda t: waveform(t) - 0.5, 0.05 * ps, 300 * ps,
                  xtol=1e-18)


class Network:
    """Lines with capacitors at cell centres; line 0 is the victim."""

    def __init__(self, swings, pairs, scales, k=1.0, cells=60):
        self.swings = np.array(swings, dtype=float)
        self.cells = cells
        count = len(swings)
        line_cap = C * np.eye(count)
        for a, b in pairs:
            line_cap[a, a] += k * C
            line_cap[b, b] += k * C
            line_cap[a, b] -= k * C
            line_cap[b, a] -= k * C
        cap = np.kron(line_cap, np.eye(cells)) / cells
        cond = np.zeros_like(cap)
        for line, scale in enumerate(scales):
            start = line * cells
            cond[start, start] += 1 / (scale * (Rd + R / (2 * cells)))
            g = cells / (scale * R)
            for i in range(start, start + cells - 1):
                cond[i, i] += g
                cond[i + 1, i + 1] += g
                cond[i, i + 1] -= g
                cond[i + 1, i] -= g
        self.rates, self.modes = eigh(cond, cap)
        initial_gap = np.repeat(self.swings, cells)
        self.weights = self.modes.T @ cap @ initial_gap

    def far_end(self, t, line=0):
        node = (line + 1) * self.cells - 1
        coefficients = self.modes[node] * self.weights
        decay = np.exp(-np.multiply.outer(t, self.rates))
        return self.swings[line] - decay @ coefficients

    def area_delay(self):
        times = 1500 * ps * np.linspace(0, 1, 4001)**3
        return trapezoid(1 - self.far_end(times), times)


def three_lines(sigma, scale=1.0, k=1.0):
    return Network([1, sigma, sigma], [(0, 1), (0, 2)],
                   [1, scale, scale], k)


# Area delay for equal, strong and weak neighbours and two couplings
for sigma in cases.values():
    for k in (0.5, 1.0):
        for scale in (0.001, 1.0, 5.0):
            measured = three_lines(sigma, scale, k).area_delay()
            assert abs(measured / area_formula(sigma, k) - 1) < 1e-3

# Waveforms and half-swing delays of three identical lines
sample_times = np.array([0.5, 1, 2, 5, 10, 20, 40]) * ps
network_half = {}
for name, sigma in cases.items():
    for k in (0.5, 1.0):
        network = three_lines(sigma, k=k)
        for t in sample_times:
            assert abs(network.far_end(t)
                       - victim_formula(t, sigma, k)) < 1e-3
            assert abs(network.far_end(t, 1)
                       - neighbour_formula(t, sigma, k)) < 1e-3
        measured = half_time(network.far_end)
        predicted = half_time(lambda t: victim_formula(t, sigma, k))
        assert abs(measured / predicted - 1) < 2e-3
        if k == 1.0:
            network_half[name] = measured

half = {name: half_time(lambda t, s=sigma: victim_formula(t, s))
        for name, sigma in cases.items()}
base = half["with"]
assert half["quiet"] < 3 * base
assert half["opposite"] > 5 * base

# Nearly pinned neighbours and a periodic alternating array
pinned_half = half_time(three_lines(0, scale=0.001).far_end)
ring_pairs = [(0, 1), (1, 2), (2, 3), (3, 0)]
mirror = Network([1, -1, 1, -1], ring_pairs, [1, 1, 1, 1], cells=40)
mirror_half = half_time(mirror.far_end)
assert abs(pinned_half / base - 3) < 0.02
assert abs(mirror_half / base - 5) < 0.02

# Temporary disturbances, checked against dense network waveforms
bump = minimize_scalar(lambda t: -neighbour_formula(t, 0),
                       bounds=(0.05 * ps, 60 * ps), method="bounded",
                       options={"xatol": 1e-17})
dip = minimize_scalar(lambda t: victim_formula(t, -1),
                      bounds=(0.05 * ps, 10 * ps), method="bounded",
                      options={"xatol": 1e-17})
dense_times = np.linspace(0, 60 * ps, 6001)
network_bump = three_lines(0).far_end(dense_times, 1).max()
network_dip = three_lines(-1).far_end(dense_times).min()
assert abs(-bump.fun - network_bump) < 1e-3
assert abs(dip.fun - network_dip) < 1e-3
assert -bump.fun > 0.01 and dip.fun < -0.001

print(f"Line length: {length * 1e6:.0f} um")
print(f"Resistance per length: {resistance_per_m * 1e-6:.2f} ohm/um")
print(f"Ground capacitance per length: {ground_cap_per_m * 1e9:.3f} fF/um")
print(f"Line resistance R: {R:.0f} ohm")
print(f"Driver resistance Rd: {Rd:.0f} ohm")
print(f"Ground capacitance C: {C * 1e15:.2f} fF")
print(f"Coupling capacitance to each neighbour: {C * 1e15:.2f} fF")
print(f"Resistance Rd + R/2: {Rd + R / 2:.0f} ohm")
print(f"Time RC: {R * C / ps:.3f} ps")
for n in range(3):
    print(f"Single-line root z{n + 1}: {roots[n]:.5f} (dimensionless)")
    print(f"Single-line amplitude A{n + 1}: {amplitudes[n]:.5f}"
          " (dimensionless)")
for name, sigma in cases.items():
    area = area_formula(sigma)
    t = half[name]
    print(f"Area delay, {name}: {area / ps:.3f} ps")
    print(f"Area delay ratio, {name}: {area / area_formula(1):.3f}"
          " (dimensionless)")
    print(f"50% delay, {name}: {t / ps:.3f} ps")
    print(f"50% delay ratio, {name}: {t / base:.3f} (dimensionless)")
    print(f"50% delay from network, {name}: {network_half[name] / ps:.3f} ps")
    print(f"f(t) at that 50% delay, {name}: {single_line(t):.5f}"
          " (dimensionless)")
    print(f"f(t/4) at that 50% delay, {name}: {single_line(t / 4):.5f}"
          " (dimensionless)")
print(f"Ideal pinned-neighbour 50% delay: {3 * base / ps:.3f} ps")
print(f"Ideal mirror-neighbour 50% delay: {5 * base / ps:.3f} ps")
print(f"Network ratio, nearly pinned: {pinned_half / base:.3f}"
      " (dimensionless)")
print(f"Network ratio, alternating ring: {mirror_half / base:.3f}"
      " (dimensionless)")
print(f"Peak disturbance of quiet neighbour: {-100 * bump.fun:.2f}"
      " % of swing")
print(f"Time of peak disturbance: {bump.x / ps:.2f} ps")
print(f"Lowest victim voltage, opposite: {100 * dip.fun:.2f} % of swing")
print(f"Time of lowest victim voltage: {dip.x / ps:.2f} ps")
print("finished without a failed check")
```

Output:

```
Line length: 100 um
Resistance per length: 5.00 ohm/um
Ground capacitance per length: 0.050 fF/um
Line resistance R: 500 ohm
Driver resistance Rd: 750 ohm
Ground capacitance C: 5.00 fF
Coupling capacitance to each neighbour: 5.00 fF
Resistance Rd + R/2: 1000 ohm
Time RC: 2.500 ps
Single-line root z1: 0.73601 (dimensionless)
Single-line amplitude A1: 1.08844 (dimensionless)
Single-line root z2: 3.33868 (dimensionless)
Single-line amplitude A2: -0.11092 (dimensionless)
Single-line root z3: 6.38718 (dimensionless)
Single-line amplitude A3: 0.03199 (dimensionless)
Area delay, with: 5.000 ps
Area delay ratio, with: 1.000 (dimensionless)
50% delay, with: 3.590 ps
50% delay ratio, with: 1.000 (dimensionless)
50% delay from network, with: 3.590 ps
f(t) at that 50% delay, with: 0.50000 (dimensionless)
f(t/4) at that 50% delay, with: 0.10595 (dimensionless)
Area delay, quiet: 15.000 ps
Area delay ratio, quiet: 3.000 (dimensionless)
50% delay, quiet: 8.922 ps
50% delay ratio, quiet: 2.485 (dimensionless)
50% delay from network, quiet: 8.922 ps
f(t) at that 50% delay, quiet: 0.84254 (dimensionless)
f(t/4) at that 50% delay, quiet: 0.32873 (dimensionless)
Area delay, opposite: 25.000 ps
Area delay ratio, opposite: 5.000 (dimensionless)
50% delay, opposite: 19.475 ps
50% delay ratio, opposite: 5.425 (dimensionless)
50% delay from network, opposite: 19.475 ps
f(t) at that 50% delay, opposite: 0.98400 (dimensionless)
f(t/4) at that 50% delay, opposite: 0.62100 (dimensionless)
Ideal pinned-neighbour 50% delay: 10.770 ps
Ideal mirror-neighbour 50% delay: 17.950 ps
Network ratio, nearly pinned: 3.000 (dimensionless)
Network ratio, alternating ring: 5.000 (dimensionless)
Peak disturbance of quiet neighbour: 17.14 % of swing
Time of peak disturbance: 8.53 ps
Lowest victim voltage, opposite: -5.12 % of swing
Time of lowest victim voltage: 1.93 ps
finished without a failed check
```
